\section*{Why internal relaxation softens bending in MoS2 but not in graphene}

\section{Whether to relax the atoms}

To compute the bending rigidity of a sheet, one can roll it into a wide cylinder and divide twice the energy gained per unit area by the square of the curvature. A decision comes first: may the atoms stay where the rolling puts them, or must they be relaxed? For graphene at small curvature the answer does not affect the rigidity. For monolayer MoS$_2$ in its trigonal-prismatic (1H) form it generally does, and in the model solved below unrelaxed atoms give 11.8 eV instead of 9.4 eV. The reason lies in which internal displacements can respond linearly to curvature.

Take a stable, stress-free, non-magnetic sheet at zero temperature with classical nuclei. Let $h$ be its height and $\kappa_{ij}=-\partial_i\partial_j h$, so that $+z$ is the outer side of a bend with positive curvature. The bend is cylindrical, with one component $\kappa=1/R$ along $x$. The frozen state is defined by rolling: each atom keeps its coordinate along the sheet and its distance from the midsurface. Let $s$ collect the optical displacements from that state, equal in every cell when viewed in the local frame of the sheet. To second order, the energy per cell of area $A$ is
\begin{equation}
E=\tfrac12 A D_0\kappa^2+\kappa\,g^{T}s+\tfrac12 s^{T}Ks .
\label{energy}
\end{equation}
There is no term in $s$ alone because the flat sheet is in equilibrium. There is none in $\kappa$ alone because both sheets have a horizontal mirror, which reverses $\kappa$. The mirror leaves in-plane strain unchanged, so a strain--curvature product is also forbidden. Strain can couple to mirror-even optical modes, but these do not couple to $\kappa$ either. Strain may therefore relax freely without changing what follows.

Setting the derivative with respect to $s$ to zero gives $Ks+g\kappa=0$, so $s_*=-K^{-1}g\kappa$. Inserting this in (\ref{energy}), the linear term contributes $-\kappa^2g^TK^{-1}g$ and the last term $+\frac12\kappa^2g^TK^{-1}g$. Hence
\begin{equation}
D=D_0-\frac{g^{T}K^{-1}g}{A}.
\label{schur}
\end{equation}
Stability makes $K$ positive definite, so $D<D_0$ whenever $g\neq0$, and $D=D_0$ when $g=0$.

The size of the lowering depends on the frozen reference. With $s=s'+c\kappa$, equation (\ref{energy}) keeps its form, but
\begin{equation}
AD_0'=AD_0+2g^Tc+c^TKc,\qquad g'=g+Kc .
\end{equation}
Since $g'^TK^{-1}g'=g^TK^{-1}g+2g^Tc+c^TKc$, the additions cancel in $D$. The relaxed rigidity is a property of the sheet; the frozen one also reflects a choice. Choosing $c=-K^{-1}g$ would even hide the coupling. In graphene this freedom is absent for references that respect the symmetry, because a nonzero $c$ would itself be a linear link between curvature and optical displacement.

\section{The symmetry argument}

Under a symmetry operation with in-plane part $R$ and vertical sign $R_{zz}=\pm1$, the height is multiplied by $R_{zz}$, so
\begin{equation}
\kappa\to R_{zz}\,R\kappa R^T,\qquad \operatorname{tr}\kappa\to R_{zz}\operatorname{tr}\kappa .
\end{equation}

Graphene has two atoms per cell and one relative displacement, $d=u_B-u_A$. Inversion through the centre of a hexagon exchanges the sites and reverses displacements: $u_A\to-u_B$ and $u_B\to-u_A$. Therefore $d\to-u_A+u_B=d$. All three components of $d$ are even, whereas $\kappa$ is odd, since inversion has $R_{zz}=-1$ and reversing both in-plane axes leaves second derivatives unchanged. Inversion alone thus forces $g=0$. The argument uses no force law.

In MoS$_2$ let $w$ be the mean vertical displacement of the two S atoms relative to Mo. Every operation carries Mo to Mo and the S pair to an S pair, so $w\to R_{zz}w$. This is the law for $\operatorname{tr}\kappa$, and the product $w\operatorname{tr}\kappa$ is allowed.

A second coupling involves the S atoms sliding oppositely in the plane, by $v$ above and $-v$ below. An operation that reverses $z$ also exchanges these atoms, so $v\to R_{zz}Rv$. The factors $R_{zz}$ cancel in a product of $v$ and $\kappa$, leaving the in-plane symmetry of a triangle. Under a rotation by $\phi$, the combinations $v_x+iv_y$ and $\kappa_{xx}-\kappa_{yy}+2i\kappa_{xy}$ acquire phases $e^{i\phi}$ and $e^{2i\phi}$. Their product is unchanged for $\phi=120^\circ$. With the lattice's Mo--S direction along $y$, the mirror $x\to-x$ sends the product to minus its complex conjugate, so its imaginary part survives:
\begin{equation}
v_y(\kappa_{xx}-\kappa_{yy})+2v_x\kappa_{xy}.
\end{equation}

The remaining optical modes of MoS$_2$ are even under the horizontal mirror and cannot couple to $\kappa$. In group notation, curvature belongs to $A_2''+E''$, and so do $w$ and $v$. An explicit average over the symmetry operations, 24 for graphene and 12 for MoS$_2$, finds zero and two linear invariants respectively. Symmetry permits the two couplings but does not fix their strengths.

\section{Graphene and a control with unequal sites}

It is tempting to credit graphene's behaviour to its being one atom thick. A model shows otherwise. Join the atoms by in-plane springs at natural length, and give each site a stiffness against forming a pyramid. With $p_i=\sum_j(z_j-z_i)$ over the three neighbours, this costs $\frac12k_ip_i^2$. The springs do not stretch to first order in curvature, so they drop out of the quadratic bending energy.

Let $b$ be the bond length. On the cylinder, a neighbour displaced by $X=b\cos\theta$ along the bend lies lower by $\kappa X^2/2$. For three directions $120^\circ$ apart, $\sum\cos^2\theta=\frac32$, because the sum of $\cos2\theta$ vanishes. Bending therefore gives $p=-\frac34b^2\kappa$ on both sites. Raising sublattice $B$ by $w$ relative to $A$ adds $+3w$ at $A$ and $-3w$ at $B$. With $P=\frac34b^2\kappa$,
\begin{align}
E&=\tfrac12k_A(-P+3w)^2+\tfrac12k_B(-P-3w)^2\nonumber\\
&=\tfrac12(k_A+k_B)(P^2+9w^2)-3(k_A-k_B)Pw .
\end{align}
For equal sites the cross term cancels: the displacement relieves one pyramid by as much as it sharpens the other. For unequal sites, the minimum lies at $w=(k_A-k_B)P/[3(k_A+k_B)]$, and
\begin{equation}
E=\frac{P^2}{2}\left[k_A+k_B-\frac{(k_A-k_B)^2}{k_A+k_B}\right]
=\frac{P^2}{2}\,\frac{4k_Ak_B}{k_A+k_B}.
\end{equation}
The cell area is $A=3\sqrt3\,b^2/2$. Equating the frozen energy $\frac12(k_A+k_B)\frac{9}{16}b^4\kappa^2$ to $\frac12AD_0\kappa^2$ gives
\begin{equation}
D_0=\frac{\sqrt3}{8}b^2(k_A+k_B),\qquad
\frac{D}{D_0}=\frac{4k_Ak_B}{(k_A+k_B)^2}.
\end{equation}

For $b=0.142$ nm and $k_A=k_B=160$ eV/nm$^2$, $D_0=0.2165\times0.02016\times320=1.397$ eV, and relaxation leaves it there. Changing the stiffnesses to 240 and 80 eV/nm$^2$ holds their sum, and hence $D_0$, fixed. The ratio becomes $4\times240\times80/320^2=0.75$, and $D$ falls to 1.048 eV. The sheet is as thin as before; what it has lost is the equivalence of its sites.

Graphene's atoms do move when it is bent. The first permitted coupling has the form $\kappa^2s$, so $s\propto\kappa^2$ and the energy gained is of order $\kappa^4$. Doubling the curvature from 0.2 to 0.4 nm$^{-1}$ multiplies the computed internal displacement by 4.000. Such motion grows as a tube narrows, but does not enter the quadratic rigidity.

\section{What bends the balance in MoS$_2$}

Model MoS$_2$ by springs at natural length. Consider two atoms at heights $z_1,z_2$, separated by $X$ along the bend and $Y_0$ along the cylinder axis. After rolling, the squared distance is
\begin{align}
\ell'^2&=(z_1-z_2)^2+Y_0^2\nonumber\\
&\quad+4(R+z_1)(R+z_2)\sin^2\frac{X}{2R}\nonumber\\
&=\ell^2+\kappa X^2(z_1+z_2)+O(\kappa^2).
\end{align}
With mean height $\bar z=(z_1+z_2)/2$, the first-order stretch obeys
\begin{equation}
\ell\,\delta\ell=\kappa X^2\bar z .
\label{stretch}
\end{equation}
Bonds with $X\neq0$ lengthen if their mean height is above the midplane and shorten if it is below.

Let the S planes lie at $\pm t$. An upper Mo--S bond has in-plane vector $\rho_j$ and $\bar z=t/2$. The S atom moves relative to Mo by $(v,w)$ above and $(-v,w)$ below, which changes $\ell\,\delta\ell$ by $\pm(\rho_j\cdot v+tw)$. Upper and lower bonds thus have equal and opposite stretches and equal energies. With $c=k/\ell^2$ for each shell of Mo--S neighbours,
\begin{equation}
E_{\rm MoS}=\sum_{\rm shells}c\sum_{j=1}^{3}
\left(\tfrac12t\kappa X_j^2+\rho_j\cdot v+tw\right)^2 .
\label{mos}
\end{equation}

Write $\rho_j=\rho\hat r_j$ with $\hat r_j=(\cos\theta_j,\sin\theta_j)$ and $\theta_j=\alpha+120^\circ j$. Multiple-angle formulas give
\begin{align}
&\sum_j\hat r_j=0,\quad \sum_j\hat r_j\hat r_j^T=\tfrac32\,\mathbf 1,\quad
\sum_j\cos^4\theta_j=\tfrac98,\nonumber\\
&\sum_j\cos^2\theta_j\,\hat r_j=\tfrac34(\cos3\alpha,\sin3\alpha).
\end{align}
The last sum is the triangular anisotropy found by symmetry. The second Mo--S shell points opposite to the first; this reverses the sum, which we record by $\sigma=+1$ and $-1$. Expanding (\ref{mos}) and comparing with (\ref{energy}) yields
\begin{align}
g_w&=\tfrac32t^2\sum c\rho^2, & K_w&=6t^2\sum c,\\
|g_v|&=\tfrac34t\left|\sum\sigma c\rho^3\right|, & K_v&=3\sum c\rho^2 .
\end{align}
The $vw$ term vanishes because $\sum_j\hat r_j=0$.

The Mo--S part of $AD_0$ is $\frac9{16}t^2\sum c\rho^4$. Springs between neighbours in one S plane have $\bar z=\pm t$ and length $a$, the lattice constant. Their two planes cost $k_{SS}\kappa^2t^2a^2\sum\cos^4\theta=\frac98k_{SS}a^2t^2\kappa^2$. Mo--Mo springs have $\bar z=0$, vertical S--S springs have $X=0$, and none of these three kinds changes length at first order under $w$ or $v$. Thus
\begin{align}
AD_0&=\tfrac94k_{SS}a^2t^2+\tfrac9{16}t^2\sum c\rho^4,\\
D&=D_0-\frac{g_w^2}{AK_w}-\frac{|g_v|^2}{AK_v}.
\label{dm}
\end{align}
The angle $\alpha$ has disappeared, so $D$ is the same for every bend direction in this model.

If the first Mo--S shell acts alone, the two reductions, multiplied by $A$, are $\frac38ct^2\rho^4$ and $\frac3{16}ct^2\rho^4$. Their sum is $\frac9{16}ct^2\rho^4$, the entire frozen Mo--S cost. Each S atom has three such bonds and three directions in which to move, and it restores all three lengths. The rigidity that remains comes from stretching one S plane and compressing the other. Adding the second shell makes full restoration impossible in general. Another special case is $\sum\sigma c\rho^3=0$: the sliding coupling then vanishes although symmetry allows it. In contrast, $g_w$ is positive whenever all the Mo--S springs have positive stiffness.

\section{A sheet bent to a radius of 5 nm}

Take $a=0.316$ nm and $t=0.156$ nm, with stiffnesses of 800 and 100 eV/nm$^2$ for the two Mo--S shells and 120 eV/nm$^2$ for S--S neighbours in a plane. The Mo--Mo and vertical S--S springs, both 200 eV/nm$^2$, do not enter $D$. The shell sums give $g_w=19.96$ eV, $K_w=2120$ eV/nm$^2$, $|g_v|=6.255$ eV and $K_v=1640$ eV/nm$^2$. With $A=0.08648$ nm$^2$,
\begin{align}
\frac{g_w^2}{AK_w}&=\frac{19.96^2}{0.08648\times2120}=2.17\ \text{eV},\\
\frac{|g_v|^2}{AK_v}&=\frac{6.255^2}{0.08648\times1640}=0.28\ \text{eV}.
\end{align}
The frozen 11.80 eV becomes $D=9.36$ eV, or $1.50\times10^{-18}$ J, a lowering of 20.7\% relative to $D_0$. The vertical mode supplies most of it. If the reference is changed by moving the S pair outward by $c\kappa$, with $c=0.005$ nm$^2$, $D_0$ becomes 14.72 eV while $D$ stays put.

At $\kappa=0.2$ nm$^{-1}$, $w_*=-19.96\times0.2/2120$ nm, or $-1.88$ pm. The S pair moves toward the inner side relative to Mo, shortening the stretched upper bonds and lengthening the compressed lower ones. The sliding amplitude is 0.76 pm, against an internal displacement of 0.0075 pm in the graphene model with the lattice turned by $10^\circ$. The graphene value takes the pyramid height on the curved sheet as the triple product of the three bond vectors divided by $\sqrt3\,b^2/2$; another definition can change this tiny displacement severalfold, but not the quadratic rigidity. The bending energy falls from 0.236 to 0.187 eV/nm$^2$.

These formulas were tested against energies computed from exact cylindrical positions, with all internal displacements and strains free. At $\kappa=0.02$ nm$^{-1}$ and lattice orientations of $0^\circ$, $10^\circ$ and $30^\circ$, the relaxed rigidity agreed with (\ref{dm}) within 0.03\%.

Flexural phonons offer another route. For a wave of wavenumber $q$ and mass density $\mu$, the energy density $\frac12D(\partial_x^2h)^2$ gives $\mu\ddot h=-D\partial_x^4h$, hence $\omega^2=Dq^4/\mu$. The optical coordinates have finite stiffness $K$, while their inertia enters multiplied by $\omega^2\propto q^4$. At long wavelength they follow the bend as $s_*=-K^{-1}g\kappa$. The phonon therefore measures the relaxed $D$: the flat-sheet spectra give 1.397 eV for graphene and 9.356 eV for MoS$_2$.

\section{How far the numbers carry}

The force constants are round values, so the 20.7\% is a model result, not a prediction for the material. Real rigidities are roughly 1.5 eV for graphene and 10 eV for MoS$_2$, close to the model's. Its graphene out-of-plane optical frequency, 1142 cm$^{-1}$, is high beside a real value near 900. Its MoS$_2$ frequency for $w$, 387 cm$^{-1}$, is low beside roughly 470. Raising $K_w$ by $(470/387)^2=1.47$ at fixed $g_w$ would cut the vertical contribution from 2.17 to about 1.5 eV. For a specific material, an electronic-structure calculation can supply $D_0$, $g$ and $K$, all for the same frozen reference, or give the relaxed $D$ through the flexural phonons. The phonon route requires force constants that are stress-free and invariant under rotation, without which the branch is not quadratic at small $q$, and an extrapolation to $q\to0$.

At $R=5$ nm, geometric nonlinearity changes the MoS$_2$ rigidity by $-0.05\%$ when the curvature is held fixed and the lattice is turned by $10^\circ$. If instead the number of cells around the tube is fixed and the radius relaxes, the change is about $-0.1\%$, referred to the curvature before relaxation. The S planes are strained by 3.1\%. For an assumed Morse parameter of 15 nm$^{-1}$, averaging the energies of equal stretch and compression changes the energy of a bond along the bend by 1.3\%. This is the effect on one bond at fixed strain, not an estimate of the change in $D$: when the whole sheet relaxes, a slight expansion offsets most of it.

The vertical mode also carries a dipole. Represent it by charge waves $\pm\Sigma\cos qx$ a distance $d$ apart. Since one wave has potential $\Sigma\cos(qx)\,e^{-q|z|}/(2\varepsilon_0q)$, the mean energy per area is
\begin{equation}
\frac{\Sigma^2}{4\varepsilon_0q}(1-e^{-qd})
\simeq\frac{\Sigma^2d}{4\varepsilon_0}-\frac{q(\Sigma d)^2}{8\varepsilon_0}.
\end{equation}
The first term is local and belongs in $K_w$. For an assumed effective charge $e$ (the softening scales with the square of the charge), $\Sigma d=ew/A$; comparing the second with the mean elastic energy $K_ww^2/(4A)$ gives $\delta K_w=-e^2q/(2\varepsilon_0A)$. For a wave with $q=0.2$ nm$^{-1}$, this softening is 1.0\% of $K_w$. On a uniformly bent cylinder the horizontal mirror forbids a term $\kappa w^2$. For charge layers placed symmetrically about the midsurface the relative correction is only of order $(\kappa d)^2$, which is far smaller.

Temperature is the larger omission for free sheets. For a deformation of wavevector $p$, in-plane displacements can relax every strain component except the one along $\hat t\perp p$, which bending sets to $\frac12(\partial_th)^2$. The remaining cost is $\frac12Y$ times its square, where $Y$ is the two-dimensional Young modulus. Pair a test wave $q$ with thermal waves, whose mean square amplitude is $k_BT/(Dk^4)$ per mode, normalized to unit area. To leading order,
\begin{align}
\delta D\,q^4&=\frac{Yk_BT}{D}\int\!\frac{d^2p}{(2\pi)^2}
\frac{(q\cdot\hat t)^4}{|p-q|^4}\nonumber\\
&=\frac{3Yk_BT}{16\pi D}q^2 .
\end{align}
Numerical integration gives the coefficient 0.05968, equal to $3/(16\pi)$. With the model moduli $Y=340$ N/m for graphene and 147 N/m for MoS$_2$, the estimated stiffening at 300 K equals $D$ itself at a wavelength of about 5 nm in graphene and about 50 nm in MoS$_2$. Near those lengths the leading-order estimate is no longer quantitative. At 10 nm in MoS$_2$ it is about $(10/50)^2=4\%$, well below the relaxation effect.

A substrate changes the symmetry argument itself. It can make graphene's sites unequal and remove both inversion and the horizontal mirror, so linear relaxation becomes allowed; its strength then depends on the contact. For a free graphene sheet, frozen atoms suffice for the quadratic rigidity. For MoS$_2$, the internal coordinates must be relaxed unless their couplings have been shown to be negligible. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Allowed couplings [trace, traceless, strain]: graphene [0, 0, 0]
  same, honeycomb with unequal sites [1, 0, 0]  MoS2 [1, 1, 0]
Symmetry operations: graphene 24, unequal sites 12, MoS2 12
INPUT graphene bond 0.142 nm; springs 1st 3000, 2nd 800 eV/nm^2
INPUT pyramid stiffness 160; unequal sites 240 and 80 eV/nm^2
INPUT MoS2 lattice constant 0.316 nm, half thickness 0.156 nm
INPUT Mo-S 1st 800, Mo-S 2nd 100 eV/nm^2
INPUT S-S in layer 120, Mo-Mo 200, S-S vertical 200 eV/nm^2
Cell area: graphene 0.05239, MoS2 0.08648 nm^2
Graphene D0 1.3970 eV, relaxed D 1.3970 eV, phonon D 1.3970 eV
Unequal sites D0 1.3970 eV, relaxed D 1.0478 eV, phonon D 1.0478 eV
Unequal sites: predicted D/D0 0.7500
MoS2 shells: in-plane radius 0.1824, 0.3649 nm
MoS2 shells: c = k/length^2  13883.7, 635.0 eV/nm^4
MoS2 A2'': g_w 19.956 eV, K_w 2120.0 eV/nm^2
MoS2 E'': |g_v| 6.255 eV, K_v 1640.0 eV/nm^2
MoS2 frozen D0 11.804 eV
MoS2 lowering by A2'' 2.172 eV, by E'' 0.276 eV
MoS2 relaxed D 9.356 eV = 1.499e-18 J; phonon D 9.356 eV
MoS2 relative lowering 20.7 %
Other reference: offset 0.005 nm^2 gives D0 14.724 eV
Frequencies: graphene ZO 1142, MoS2 A2'' 387, E'' 264 cm^-1
Displacement growth on doubling kappa: graphene 4.000, MoS2 2.000
EXAMPLE radius 5.0 nm, curvature 0.20 nm^-1
MoS2 S-pair shift along z -1.881 pm, S sliding 0.763 pm
Graphene internal displacement 0.00750 pm
MoS2 bending energy: frozen 0.2360, relaxed 0.1870 eV/nm^2
NEGLECTED geometric nonlinearity: graphene -0.004 %, MoS2 -0.053 %
S-plane strain 3.12 %; Morse parameter 15 nm^-1
NEGLECTED bond anharmonicity in S planes 1.28 %
2D Young modulus: graphene 340, MoS2 147 N/m
Thermal energy at 300 K 0.02585 eV; loop coefficient 0.05968
NEGLECTED thermal stiffening reaches 100 %% at wavelength:
  graphene 4.9 nm, MoS2 49.5 nm
NEGLECTED dipole field / K_w for unit charge 0.99 %
\end{verbatim}
